# Recoupling three spins 1 to total spin 1, with S3 symmetry: verification in Python

```python
"""Recoupling of three spins 1 to total spin 1.

Result under test:
  U[a,b] = <(12)a,3;1M | 1,(23)b;1M> = sqrt((2a+1)(2b+1)) {1 1 a; 1 1 b}
with {1 1 1; 1 1 1} = 1/6. U is the matrix of the exchange P13 in the
(12) basis, and the multiplicity space is A1 + E of S3.
a, b: intermediate spins 0, 1, 2.  M: projection of the total spin.
Spin operators are dimensionless (in units of hbar).
States are built from ladder operators with Condon-Shortley phases.
Model: H = Jx sum s_i.s_j + K sum (s_i.s_j)^2 over the three pairs.
"""
from math import factorial, sqrt
import numpy as np
from scipy.linalg import null_space

TOL = 1e-10


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1, dtype=float)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def couple(ja, jb, total):
    """Coefficients [M, ma, mb], every projection in descending order."""
    za, pa = spin_matrices(ja)
    zb, pb = spin_matrices(jb)
    ia, ib = np.eye(2 * ja + 1), np.eye(2 * jb + 1)
    z = np.kron(za, ib) + np.kron(ia, zb)
    p = np.kron(pa, ib) + np.kron(ia, pb)
    top = null_space(np.vstack([p, z - total * np.eye(len(z))]))
    assert top.shape[1] == 1
    vec = top[:, 0]
    # Condon-Shortley: the component with ma = ja is positive
    vec = vec * np.sign(vec.reshape(2 * ja + 1, -1)[0, jb - total + ja])
    rows = [vec]
    for m in range(total, -total, -1):
        vec = p.T @ vec / sqrt(total * (total + 1) - m * (m - 1))
        rows.append(vec)
    return np.array(rows).reshape(2 * total + 1, 2 * ja + 1, 2 * jb + 1)


def triangle_squared(a, b, c):
    return (factorial(a + b - c) * factorial(a - b + c)
            * factorial(-a + b + c) / factorial(a + b + c + 1))


def racah_terms(a, b, c, d, e, f):
    """Prefactor and terms of Racah's sum for {a b c; d e f}."""
    triads = [(a, b, c), (a, e, f), (d, b, f), (d, e, c)]
    pref = sqrt(np.prod([triangle_squared(*t) for t in triads]))
    low = [sum(t) for t in triads]
    high = [a + b + d + e, b + c + e + f, a + c + d + f]
    terms = []
    for t in range(max(low), min(high) + 1):
        den = 1
        for x in low:
            den *= factorial(t - x)
        for x in high:
            den *= factorial(x - t)
        terms.append((-1) ** t * factorial(t + 1) / den)
    return pref, terms


def show(label, array):
    values = np.round(np.atleast_1d(array), 6) + 0.0
    print(label, " ".join(f"{x:.6f}" for x in values))


# Both coupled bases as tensors [intermediate spin, M, m1, m2, m3]
left = np.array([np.einsum('Mpk,pij->Mijk', couple(a, 1, 1),
                           couple(1, 1, a)) for a in range(3)])
right = np.array([np.einsum('Mip,pjk->Mijk', couple(1, b, 1),
                            couple(1, 1, b)) for b in range(3)])

# Explicit M = 1 states; index 0, 1, 2 means m = +1, 0, -1
hand = np.zeros((3, 3, 3, 3))
hand[0, 0, 2, 0], hand[0, 1, 1, 0], hand[0, 2, 0, 0] = 1, -1, 1
hand[1, 0, 1, 1], hand[1, 1, 0, 1] = 1, -1
hand[1, 0, 2, 0], hand[1, 2, 0, 0] = -1, 1
hand[2, 0, 0, 2], hand[2, 0, 1, 1], hand[2, 1, 0, 1] = 6, -3, -3
hand[2, 0, 2, 0], hand[2, 1, 1, 0], hand[2, 2, 0, 0] = 1, 2, 1
for a, norm in enumerate([sqrt(3), 2.0, sqrt(60)]):
    assert np.allclose(left[a, 0], hand[a] / norm, atol=TOL)

# Recoupling matrix from overlaps, separately for each M
overlaps = np.einsum('aMijk,bMijk->Mab', left, right)
U = overlaps[0]
claimed = np.array([[1 / 3, -1 / sqrt(3), sqrt(5) / 3],
                    [-1 / sqrt(3), 1 / 2, sqrt(15) / 6],
                    [sqrt(5) / 3, sqrt(15) / 6, 1 / 6]])
for matrix in overlaps:
    assert np.allclose(matrix, claimed, atol=TOL)
assert np.allclose(U @ U, np.eye(3), atol=TOL)

# 6j symbols: from the overlaps and from Racah's sum
weights = np.sqrt(np.outer([1, 3, 5], [1, 3, 5]))
sixj = U / weights
for a in range(3):
    for b in range(3):
        pref, terms = racah_terms(1, 1, a, 1, 1, b)
        assert abs(sixj[a, b] - pref * sum(terms)) < TOL
assert abs(sixj[1, 1] - 1 / 6) < TOL
pref111, terms111 = racah_terms(1, 1, 1, 1, 1, 1)

# Permutations act on the product space by reordering tensor axes
AXES = {'1': (0, 1, 2), 'P12': (1, 0, 2), 'P13': (2, 1, 0),
        'P23': (0, 2, 1), 'C': (2, 0, 1), 'C2': (1, 2, 0)}
SIGN = {'1': 1, 'P12': -1, 'P13': -1, 'P23': -1, 'C': 1, 'C2': 1}
basis = left[:, 0]
rep = {}
for name, axes in AXES.items():
    moved = np.array([np.transpose(s, axes) for s in basis])
    rep[name] = np.einsum('aijk,bijk->ab', basis, moved)
    # the coupled space is closed under the permutation
    assert np.allclose(np.einsum('ab,aijk->bijk', rep[name], basis),
                       moved, atol=TOL)
D = np.diag([1.0, -1.0, 1.0])
assert np.allclose(rep['P12'], D, atol=TOL)
assert np.allclose(rep['P13'], U, atol=TOL)
assert np.allclose(rep['P23'], D @ U @ D, atol=TOL)
assert np.allclose(rep['C'], U @ D, atol=TOL)

# Irreducible content from group projectors
proj_sym = sum(rep.values()) / 6
proj_anti = sum(SIGN[g] * rep[g] for g in rep) / 6
proj_e = (2 * rep['1'] - rep['C'] - rep['C2']) / 3
n_a1, n_a2 = np.trace(proj_sym), np.trace(proj_anti)
n_e = np.trace(proj_e) / 2
assert np.allclose([n_a1, n_a2, n_e], [1, 0, 1], atol=TOL)
v = np.array([sqrt(5), 0, 2]) / 3
e_plus = np.array([2, 0, -sqrt(5)]) / 3
e_minus = np.array([0.0, 1.0, 0.0])
assert np.allclose(proj_sym, np.outer(v, v), atol=TOL)
E = np.column_stack([e_plus, e_minus])
assert np.allclose(proj_e, E @ E.T, atol=TOL)
block = {g: E.T @ rep[g] @ E for g in ('P12', 'P13', 'P23')}
h = sqrt(3) / 2
assert np.allclose(block['P12'], [[1, 0], [0, -1]], atol=TOL)
assert np.allclose(block['P13'], [[-0.5, -h], [-h, 0.5]], atol=TOL)
assert np.allclose(block['P23'], [[-0.5, h], [h, 0.5]], atol=TOL)
assert np.allclose(sum(block.values()), 0, atol=TOL)

# Spin operators in the full 27-dimensional product space
sz, sp = spin_matrices(1)
cart = [(sp + sp.T) / 2, (sp - sp.T) / 2j, sz]
one = np.eye(3)
site = []
for i in range(3):
    ops = []
    for s in cart:
        f = [one, one, one]
        f[i] = s
        ops.append(np.kron(np.kron(f[0], f[1]), f[2]))
    site.append(ops)
total = [site[0][c] + site[1][c] + site[2][c] for c in range(3)]
J2 = sum(t @ t for t in total).real
dots = [sum(site[i][c] @ site[j][c] for c in range(3)).real
        for i, j in ((0, 1), (1, 2), (0, 2))]

# The only totally antisymmetric state of three spins 1 has J = 0
cube = np.eye(27).reshape(27, 3, 3, 3)
anti = sum(SIGN[g] * np.array([np.transpose(s, AXES[g]).ravel()
                               for s in cube]).T for g in AXES) / 6
anti_count = np.trace(anti)
anti_J2 = np.trace(anti @ J2)
assert abs(anti_count - 1) < TOL and abs(anti_J2) < TOL

# Pair-singlet identity, tested on the whole product space
singlet = couple(1, 1, 0)[0].ravel()
P0_12 = np.kron(np.outer(singlet, singlet), one)
assert np.allclose(dots[0] @ dots[0], np.eye(27) + 3 * P0_12, atol=TOL)

# Triangle levels with J = 1, M = 1 by diagonalization
Jx, K = 1.0, 0.1
sector = null_space(np.vstack([J2 - 2 * np.eye(27),
                               total[2].real - np.eye(27)]))
assert sector.shape[1] == 3
bilinear = sum(dots)
biquadratic = sum(d @ d for d in dots)
bilinear_levels = np.linalg.eigvalsh(sector.T @ bilinear @ sector)
assert np.allclose(bilinear_levels, -2, atol=TOL)
H = Jx * bilinear + K * biquadratic
levels = np.linalg.eigvalsh(sector.T @ H @ sector)
level_A1, level_E = -2 * Jx + 8 * K, -2 * Jx + 5 * K
assert np.allclose(levels, sorted([level_A1, level_E, level_E]), atol=TOL)
# Assign the levels to irreps through the adapted states
for coeff, energy in ((v, level_A1), (e_plus, level_E), (e_minus, level_E)):
    state = np.einsum('a,aijk->ijk', coeff, basis).ravel()
    assert np.allclose(H @ state, energy * state, atol=TOL)
v_state = np.einsum('a,aijk->ijk', v, basis).ravel()
singlet_weight = v_state @ P0_12 @ v_state
assert abs(singlet_weight - 5 / 9) < TOL

probabilities = U[:, 1] ** 2
assert np.allclose(probabilities, [1 / 3, 1 / 4, 5 / 12], atol=TOL)

print("All quantities are dimensionless unless a unit is given")
for a in range(3):
    show(f"U row a={a} (b=0,1,2):", U[a])
for a in range(3):
    show(f"6j {{1 1 {a}; 1 1 b}} (b=0,1,2):", sixj[a])
print(f"Racah prefactor for all ones: 1/{1 / pref111:.0f}")
show("Racah terms t=3,4:", terms111)
show("Racah result {1 1 1; 1 1 1}:", pref111 * sum(terms111))
show("eigenvalues of U:", np.linalg.eigvalsh(U))
show("characters (identity, P13, cycle):",
     [np.trace(rep[g]) for g in ('1', 'P13', 'C')])
show("multiplicities A1, A2, E:", [n_a1, n_a2, n_e])
show("A1 vector (a=0,1,2):", v)
show("E vector e+ (a=0,1,2):", e_plus)
show("E vector e- (a=0,1,2):", e_minus)
for g in ('P12', 'P13', 'P23'):
    show(f"{g} on E, rows e+ then e-:", block[g].ravel())
show("antisymmetric states among 27:", anti_count)
show("their J(J+1):", anti_J2)
show("P(j12=0,1,2) in |1,(23)1>:", probabilities)
show("pair-singlet weight in A1 state:", singlet_weight)
print(f"Jx = {Jx:.3f} meV, K = {K:.3f} meV")
show("sum s_i.s_j on the J=1 levels:", bilinear_levels)
print("diagonalized J=1 levels (meV):",
      " ".join(f"{x:.6f}" for x in levels))
print(f"A1 level from formula: {level_A1:.6f} meV")
print(f"E level from formula: {level_E:.6f} meV")
print(f"splitting A1 - E: {levels[2] - levels[0]:.6f} meV")
print("finished without a failed check")
```

Printed output:

```
All quantities are dimensionless unless a unit is given
U row a=0 (b=0,1,2): 0.333333 -0.577350 0.745356
U row a=1 (b=0,1,2): -0.577350 0.500000 0.645497
U row a=2 (b=0,1,2): 0.745356 0.645497 0.166667
6j {1 1 0; 1 1 b} (b=0,1,2): 0.333333 -0.333333 0.333333
6j {1 1 1; 1 1 b} (b=0,1,2): -0.333333 0.166667 0.166667
6j {1 1 2; 1 1 b} (b=0,1,2): 0.333333 0.166667 0.033333
Racah prefactor for all ones: 1/576
Racah terms t=3,4: -24.000000 120.000000
Racah result {1 1 1; 1 1 1}: 0.166667
eigenvalues of U: -1.000000 1.000000 1.000000
characters (identity, P13, cycle): 3.000000 1.000000 0.000000
multiplicities A1, A2, E: 1.000000 0.000000 1.000000
A1 vector (a=0,1,2): 0.745356 0.000000 0.666667
E vector e+ (a=0,1,2): 0.666667 0.000000 -0.745356
E vector e- (a=0,1,2): 0.000000 1.000000 0.000000
P12 on E, rows e+ then e-: 1.000000 0.000000 0.000000 -1.000000
P13 on E, rows e+ then e-: -0.500000 -0.866025 -0.866025 0.500000
P23 on E, rows e+ then e-: -0.500000 0.866025 0.866025 0.500000
antisymmetric states among 27: 1.000000
their J(J+1): 0.000000
P(j12=0,1,2) in |1,(23)1>: 0.333333 0.250000 0.416667
pair-singlet weight in A1 state: 0.555556
Jx = 1.000 meV, K = 0.100 meV
sum s_i.s_j on the J=1 levels: -2.000000 -2.000000 -2.000000
diagonalized J=1 levels (meV): -1.500000 -1.500000 -1.200000
A1 level from formula: -1.200000 meV
E level from formula: -1.500000 meV
splitting A1 - E: 0.300000 meV
finished without a failed check
```
